# Two-Point Polarization Correlation in Switching from Randomly Placed Pre-Existing Nuclei

## A covariance that ignores distance

In the ferroelectric film worked out below, take the polarization at one point 100 ns after the field is applied, and at a second point after 200 ns. Their covariance is 1503.9 (µC/cm²)² when the two points coincide. It is still 1503.9 at separations of 50 nm and 100 nm. It then falls, and at 300 nm it is zero. Both the flat part and the definite end follow from which nuclei could have reached each point in time.

The film starts with polarization $-P_s$ everywhere, normal to its plane, and switches to $+P_s$. The model is that of Kolmogorov, Avrami and Ishibashi with pre-existing nuclei:

- The nuclei are present at $t=0$, extend through the film and have negligible radius. Their positions form a uniform planar Poisson process with density $n$ per area.
- All start growing at $t=0$, with the same wall speed $v$ in every in-plane direction. Merging of domains does not change that speed.
- The film is unbounded in its plane.

Angle brackets denote an average over nucleus positions. This matters for reading the result: if one capacitor keeps the same nuclei in every cycle, the model makes it switch through the same pattern each time. The randomness is then between places or between capacitors, not between cycles.

The example uses $P_s=70$ µC/cm², $n=10$ per µm² and $v=1$ nm/ns, so after 100 ns a wall has moved 100 nm.

## One point, one time

Let $u(\mathbf x,t)=1$ if the point is unswitched and $0$ if it is switched. Then

$$P(\mathbf x,t)=P_s[1-2u(\mathbf x,t)],$$

which gives $-P_s$ for $u=1$ and $+P_s$ for $u=0$.

A nucleus at distance $d$ can switch the point by time $t$ if $d\le vt$. If $d>vt$, it cannot, because no wall moves faster than $v$. If $d\le vt$, it does, because the switched region advances by $v\,dt$ from all of its boundary in each interval $dt$, merged or not, and so contains the whole disc of radius $vt$ around each nucleus. The switched region is therefore the union of these discs, and $u=1$ means that no nucleus lies within $R=vt$ of the point.

In space and time, the events able to influence $(\mathbf x,t)$ fill the past cone $|\mathbf y-\mathbf x|\le v(t-s)$, $0\le s\le t$. Pre-existing nuclei all sit at $s=0$, so what counts is the base of the cone, a disc of area $\pi R^2$.

The chance that a region of area $a$ is empty follows from the Poisson law. In a large area $A$ the number of nuclei is $k$ with probability $e^{-nA}(nA)^k/k!$, and each nucleus independently misses the region with probability $1-a/A$. Hence

$$\sum_{k=0}^{\infty}e^{-nA}\frac{(nA)^k}{k!}\left(1-\frac aA\right)^k=e^{-nA}e^{nA-na}=e^{-na}.$$

With $a=\pi R^2$ the unswitched fraction is

$$q=\langle u\rangle=e^{-X},\qquad X=n\pi R^2 .$$

At $t=0$ this gives $q=1$, as it must. Half of the film has switched when $X=\ln2=0.6931$, so

$$R=\sqrt{\frac{\ln 2}{\pi n}}=148.5\ \text{nm},$$

which takes 148.5 ns.

## Two times, points close together

Let $t_1\le t_2$, with $R_i=vt_i$ and $q_i=e^{-n\pi R_i^2}$. Suppose that the second point is unswitched at $t_2$. Then no nucleus lies within $R_2$ of it. If the first point is no farther away than $R_2-R_1$, its own disc of radius $R_1$ lies inside that empty disc, so it is certainly unswitched at $t_1$. Thus $u_2=1$ implies $u_1=1$, which means $u_1u_2=u_2$, and

$$\langle u_1u_2\rangle-\langle u_1\rangle\langle u_2\rangle=q_2-q_1q_2=q_2(1-q_1).$$

The polarization covariance follows from $P_i-\langle P_i\rangle=-2P_s(u_i-q_i)$. The two minus signs cancel in the product and leave a factor $4P_s^2$:

$$C=4P_s^2\,q_2(1-q_1),\qquad r\le R_2-R_1 .$$

The distance $r$ has dropped out. For 100 and 200 ns the unswitched fractions are $q_1=0.7304$ and $q_2=0.2846$, so

$$C=4\times70^2\times0.2846\times0.2696\approx1504\ (\mu\text{C/cm}^2)^2 .$$

The plateau ends at $200-100=100$ nm. It is a matter of inclusion: the late cone's base contains the early one.

## Any two points and times

For larger separations the discs overlap only in part. Let $\Omega(r;R_1,R_2)$ be their common area. Both points are unswitched if the union of the discs is empty. The sum of the two disc areas counts the common part twice, so the area of the union is $\pi R_1^2+\pi R_2^2-\Omega$, and

$$\langle u_1u_2\rangle=e^{-n(\pi R_1^2+\pi R_2^2-\Omega)}=q_1q_2\,e^{n\Omega}.$$

Subtracting $q_1q_2$ and multiplying by $4P_s^2$ gives

$$C(r;t_1,t_2)=4P_s^2\,q_1q_2\left[e^{n\Omega(r;R_1,R_2)}-1\right].$$

The uncentred correlation $\langle P_1P_2\rangle$ is this plus the product of the means, $P_s^2(1-2q_1)(1-2q_2)$.

The covariance is never negative in this model, since $\Omega\ge0$. An empty common area favours both points being unswitched. Where $\Omega=0$, the two points depend on nuclei in separate regions, which are independent in a Poisson process.

**The common area.** For $|R_2-R_1|<r<R_1+R_2$ the circles cross at two points. Let $h$ be half the length of the chord joining them. The triangle formed by the two centres and one crossing point has sides $r$, $R_1$, $R_2$. Its angles $\alpha_1,\alpha_2$ at the centres satisfy, by the cosine rule,

$$\cos\alpha_1=\frac{r^2+R_1^2-R_2^2}{2rR_1},\qquad \cos\alpha_2=\frac{r^2+R_2^2-R_1^2}{2rR_2}.$$

The chord splits the common region into one segment of each disc. A segment is a sector of opening $2\alpha_i$ and area $\alpha_iR_i^2$, minus a triangle of area $R_i^2\sin\alpha_i\cos\alpha_i$. If $\alpha_i$ is obtuse, the cosine is negative and the triangle is added, as it should be for a segment larger than half a disc. Since $R_i\sin\alpha_i=h$ for both discs, the triangles add up to

$$h(R_1\cos\alpha_1+R_2\cos\alpha_2)=hr,$$

because the bracket is the distance between the centres. Therefore

$$\Omega=\alpha_1R_1^2+\alpha_2R_2^2-rh,\qquad h=R_1\sin\alpha_1 .$$

For $r\le|R_2-R_1|$, $\Omega$ is the area of the smaller disc; for $r\ge R_1+R_2$ it is zero.

**Return to the plateau.** With $\Omega=\pi R_1^2$ we have $e^{n\Omega}=1/q_1$, and the general formula becomes $4P_s^2q_1q_2(1/q_1-1)=4P_s^2q_2(1-q_1)$, as found before. At the other end, $R_1+R_2=300$ nm is where the covariance vanishes.

**A simulation.** The formula was compared with 1500 random patterns on a periodic square of side 2000 nm, holding 40 nuclei on average. Each grid point was classed as switched or not by its distance to the nearest nucleus, without use of $\Omega$. For 100 and 200 ns, in (µC/cm²)²:

| $r$ (nm) | formula | simulation |
|---|---|---|
| 0 | 1503.9 | 1503.8 ± 4.7 |
| 100 | 1503.9 | 1503.8 ± 4.7 |
| 150 | 1101.3 | 1102.0 ± 4.9 |
| 250 | 218.5 | 222.3 ± 5.0 |
| 300 | 0.0 | 3.7 ± 4.9 |

The uncertainties are one standard error. The simulated values at 0 and 100 nm agree with each other more closely than their errors would suggest, because $u_1u_2=u_2$ holds within every pattern, not just on average. Errors in different rows are correlated, since all rows use the same patterns.

## Equal times

For $R_1=R_2=R$ both angles have cosine $r/2R$, and $h=\sqrt{R^2-r^2/4}$. Thus, for $r<2R$,

$$\Omega=2R^2\arccos\frac{r}{2R}-\frac r2\sqrt{4R^2-r^2}.$$

The plateau has shrunk to the single point $r=0$, where $C=4P_s^2q(1-q)$. At half switching this is $P_s^2=4900$ (µC/cm²)², the largest value it can take.

As an example, take $r=100$ nm at half switching. The formula gives $\Omega\approx4.02\times10^4$ nm², so $n\Omega\approx0.40$. The prefactor is $4P_s^2q^2=4900$, and $e^{0.40}-1\approx0.49$, hence $C\approx2.4\times10^3$. Without rounding it is 2423.0, and the simulation gives 2424.0 ± 5.1. The covariance has fallen to half its value at 98.7 nm and ends at $2R=297.1$ nm.

**Short distances and domain walls.** For $r\ll R$, use $\arccos s\approx\pi/2-s$ with $s=r/2R$. The first term of $\Omega$ becomes $\pi R^2-Rr$, and the second becomes $-Rr$. Together,

$$\Omega\approx\pi R^2-2Rr .$$

Then $q^2e^{n\Omega}\approx q^2e^{X}e^{-2nRr}=q\,e^{-2nRr}$. If also $2nRr\ll1$, this is approximately $q(1-2nRr)$, and

$$C\approx4P_s^2\left[q(1-q)-2nRq\,r\right].$$

The linear term measures the amount of wall. Let $\Lambda$ be the wall length per area of film. If the walls advance by $dR$, they sweep a fraction $\Lambda\,dR$ of the area, apart from corner terms of order $dR^2$. This is the loss of unswitched fraction, so

$$\Lambda=-\frac{dq}{dR}=2\pi nRq,$$

and the linear term is $-4P_s^2\Lambda r/\pi$. A map of the polarization would thus give the wall density from the initial slope of its covariance, provided that the walls have no preferred direction, that the map resolves distances well below both $R$ and $1/(2nR)$, and that the walls are thinner still.

At half switching $\Lambda=2\pi\times10\times0.1485\times0.5\approx4.67$ per µm. Measuring the exposed parts of the disc rims in the simulated patterns gave 4.675 ± 0.013 per µm. The slope of the full formula over the first 0.1 nm also agrees with $4P_s^2\Lambda/\pi$ to within 0.2 %. The linear law has a short reach: at 50 nm it gives $4900-29.1\times50\approx3445$, whereas the full value is 3553.

**Late times.** When $X\gg1$, few places remain unswitched. The result can be written as

$$C=4P_s^2q\left[e^{-n(\pi R^2-\Omega)}-q\right]\approx4P_s^2q\,e^{-2nRr}$$

for separations up to a few times $1/(2nR)$. Such separations are small compared with $R$, because $1/(nR^2)=\pi/X$, so the linear form of $\Omega$ may be used; the subtracted $q$ is negligible as long as $X$ is well above $2nRr$. At $X=10$ the approximation is within 3 % out to three decay lengths; at $X=3$ it is already 14 % high at one. The decay length $1/(2nR)$ shrinks as switching proceeds, while the outer limit $2R$ grows. The first reflects the size of the last unswitched remnants, the second the reach of a common nucleus. One number called "the correlation length" cannot describe both.

## From two points to a capacitor

An electrode of area $A$ measures the average polarization $\bar P$. Its variance is the double integral of the covariance over the electrode, divided by $A^2$. If the electrode is much wider than $2R$, nearly every first point has all its correlated partners under the same electrode. The inner integral is then the same for each first point, and

$$\operatorname{Var}\bar P\approx\frac1A\int C\,d^2r .$$

**Early limit.** For $X\ll1$, $q\approx1$ and $e^{n\Omega}-1\approx n\Omega$. To integrate $\Omega$, write it as the area of points $\mathbf y$ lying in a disc at the origin and in a disc at $\mathbf r$. Integrating first over $\mathbf r$ gives $\pi R^2$ for each $\mathbf y$, and then integrating over $\mathbf y$ gives another $\pi R^2$. Thus

$$\int C\,d^2r\approx4P_s^2n(\pi R^2)^2 .$$

This is shot noise. The number of nuclei under the electrode has variance $nA$, and each adds $2P_s\pi R^2/A$ to $\bar P$; the variance times the square of the step gives the same expression divided by $A$. At $X=10^{-3}$ the full integral agrees with this limit to within 0.25 %.

At half switching the limit no longer serves. With $\pi R^2=X/n=6.93\times10^4$ nm², it would give an integral of $9.4\times10^8$ (µC/cm²)² nm². The full integral is the variance at a point, 4900, times an effective area of 56,848 nm², or $2.8\times10^8$ in the same units. Independent discs therefore overstate the variance about 3.4 times, because discs that overlap do not switch the same area twice.

For a square capacitor of side 5000 nm, the standard deviation of $\bar P$ at half switching is

$$\frac{70\times\sqrt{56848}}{5000}\approx3.3\ \mu\text{C/cm}^2 .$$

For the periodic 2000 nm square the formula gives 8.34 µC/cm², and the simulated patterns gave 8.40. Their variances differ by about 1 %, less than the statistical error of about 4 % expected for 1500 patterns.

The noise can also be read as a spread in time. Since $\langle P\rangle=P_s(1-2q)$ and $dq/dt=-2Xq/t$, the mean polarization rises at half switching by $4P_sXq/t=140\times0.693/148.5\approx0.65$ µC/cm² per ns. To leading order, a deviation of 3.3 µC/cm² corresponds to reaching half switching about 5 ns early or late.

## Filling the cone and changing its shape

**A varying field.** If the field keeps its sign, and the speed changes with time but is the same everywhere, the disc radius is $R(t)=\int_0^t v(s)\,ds$. Nothing else in the derivation changes.

**Continued nucleation.** Let new nuclei also appear at a constant rate $J$ per area and time. The interior of the cone now counts. A nucleus that appears in a region already switched has no effect, since its disc stays inside the growing region, so it may be counted without harm. The emptiness argument holds for space-time volumes too, and the exponent $n\Omega$ becomes, for $t_1\le t_2$,

$$n\Omega(r;vt_1,vt_2)+J\int_0^{t_1}\Omega\big(r;v(t_1-s),v(t_2-s)\big)\,ds .$$

The second term is the volume shared by the cones, times $J$. In the same way, $X$ gains $J\int_0^t\pi v^2(t-s)^2ds=\pi Jv^2t^3/3$. Relative to $n\pi v^2t^2$ this is $Jt/(3n)$. It reaches 5 % at half switching if $J=0.15\,n/t=0.15\times10/0.1485\approx10$ per µm² per µs. At much smaller rates the pre-existing nuclei dominate.

**Faceted domains.** If domains grow as similar, equally oriented convex shapes, the disc is replaced by the set of positions from which a nucleus reaches the point. That set is the growth shape reflected through the point. For squares of the same area as the discs at half switching, $q$ is unchanged. Along the square's axes and diagonals, $C/C(0)$ then differs from the disc result by at most 0.049.

## The film beside a real one

The numbers are rough typical ones for an epitaxial film of lead zirconate titanate, 50 nm thick, in a field of 0.4 MV/cm. The nucleus density and wall speed are the least certain: the first depends on defects and electrodes, the second steeply on field. Polycrystalline films can have a wide spread of local switching times, and in that case one common speed is a poor assumption. To size such effects, take $v\propto e^{-E_a/E}$ with a rough activation field $E_a=1.6$ MV/cm. Then $d\ln v/d\ln E=E_a/E=4$.

For the capacitor of side 5000 nm, even a small departure from equal speed matters for the variance of $\bar P$. Suppose that the field differs between capacitors with a standard deviation of 2 %. The speed then varies by $4\times2=8\,\%$. Since $X\propto v^2$, the leading-order spread of $\bar P$ at the nominal half-switching time is

$$2P_s\times2Xq\times0.08=140\times0.693\times0.08\approx7.8\ \mu\text{C/cm}^2 .$$

Averaging over a normal distribution of $\ln v$ gives 7.7. This is more than twice the nucleation noise of 3.3. The same spread between large regions of one film would add a covariance that does not end at $2R$. Hence a variance measured at a single time and electrode size does not by itself give $n$, unless the spread of speed is known or shown to be small. Electrodes of different sizes, all much wider than $2R$, can separate the two contributions if the spread between capacitors is the same for all sizes: the nucleation part of the variance falls as $1/A$, while the part from the spread does not depend on $A$.

The other effects, at half switching unless stated, are these:

- A starting radius of 5 nm brings half switching forward by 5 ns.
- If no nuclei lie outside the capacitor, its edges lower the switched fraction by 0.0098, with the corners treated approximately.
- The peak switching current of 0.168 mA drops 8.4 mV of the 2.0 V across a series resistance of 50 Ω. The current that charges the film as a dielectric when the field is applied is not included. The drop is 0.42 % of the applied voltage, and slows the walls by about 1.7 % at the peak.
- If all the work done by the field stayed in the film as heat, the film would warm by 9.3 K on average, for a rough heat capacity of 3.0 J/(cm³ K); a value of 2.5 would give 11 K. For a rise of 9.3 K from 300 K, with $E_a$ taken as inversely proportional to temperature, the walls would speed up by about 12 % to leading order. With a rough thermal diffusivity of 0.005 cm²/s, heat crosses the film in about 5 ns (12.5 ns for 0.002 cm²/s), so much of it can leave during switching; the actual rise is not computed here.
- Stray fields near walls are neglected. A strip reaching half the film thickness to each side of every wall covers at most $\Lambda\times50$ nm, or 23 % of the area, if the walls are nearly straight over such distances. Remnants smaller than the strip width escape this bound, and the change of speed inside the strips is not computed.

The time for a nucleus to grow through the film, and leakage, are left out without an estimate. Nuclei that cluster or repel each other would also alter the result, since the exponential emptiness law rests on their independence. The remaining values are in the numerical output.

## Computed results

```
polarization Ps (rough): 70 uC/cm2
nucleus density (rough): 10 per um2
wall speed (rough): 1.0 nm/ns
film thickness: 50 nm
field: 0.4 MV/cm
activation field (rough): 1.6 MV/cm
capacitor side: 5000 nm
half-switching time: 148.5 ns
disc radius at half switching: 148.5 nm
exponent X at half switching: 0.6931
half switching: r (nm), C, simulated C, std error (uC2/cm4)
     0    4900.0    4900.0     0.1
    50    3553.2    3552.5     3.1
   100    2423.0    2424.0     5.1
   150    1501.3    1504.4     6.4
   200     779.2     784.3     7.1
   250     257.5     264.1     7.4
   300       0.0       4.3     7.2
   350       0.0       0.6     6.9
distance where C halves: 98.7 nm
distance where C ends: 297.1 nm
wall length per area: 4.666 per um
simulated: 4.675 +- 0.013 per um
integral of C / variance: 56848 nm2
noise of mean P, 2000 nm square: 8.34 uC/cm2
same, simulated: 8.40 uC/cm2
noise of mean P, capacitor: 3.34 uC/cm2
two times: 100 and 200 ns
unswitched fractions: 0.7304, 0.2846
two times: r (nm), C, simulated C, std error (uC2/cm4)
     0    1503.9    1503.8     4.7
    50    1503.9    1503.8     4.7
   100    1503.9    1503.8     4.7
   150    1101.3    1102.0     4.9
   200     613.7     616.1     5.0
   250     218.5     222.3     5.0
   300       0.0       3.7     4.9
   350       0.0       0.5     4.7
neglected effects:
start radius 5 nm: 5.0 ns earlier
nucleation adding 5% to X: 10.1 per um2 per us
edge loss of switched fraction: 0.98 %
square domains, largest change of C/C(0): 0.049
peak current: 0.168 mA
drop over 50 ohm: 8.4 mV of 2.0 V
slowing by that drop: 1.7 %
adiabatic heating bound at half switching: 9.3 K
speed-up at that bound, 300 K: 12.4 %
heat escape time through film: 5.0 ns
area near walls (stray field), at most: 23 %
field spread between capacitors: 2 %
noise of P from that spread: 7.71 uC/cm2
```
